# Does a hot-carrier-driven Si–H bond have one vibrational temperature?

**The argument under review**

The manuscript considers a Si–H bond at the Si/SiO₂ interface, near the drain of a transistor, where energetic carriers excite the stretching vibration and the lattice cools it. Its argument has three steps. The bias is constant, so the level populations are steady. A steady population has a temperature, which can be found from the two lowest levels through \(P_1/P_0=e^{-(E_1-E_0)/kT}\). The population of any higher level then follows from the Boltzmann factor at this \(T\).

The first step is sound if the bias is held long enough. The question is whether the second follows from it. I first work out what a steady state implies, and then put in the two agents that drive the bond.

**What a steady state fixes**

Let the bond have levels \(E_0<E_1<\dots\) with gaps \(\Delta_n=E_{n+1}-E_n\). I call levels \(n\) and \(n+1\) "pair \(n\)". Let \(u_n\) be the rate from \(n\) up to \(n+1\), and \(d_n\) the rate from \(n+1\) down to \(n\). Assume for now that jumps join neighbouring levels only and that the bond does not break. The net upward flow across pair \(n\) is

\[
F_n=u_nP_n-d_nP_{n+1}.
\]

Level \(n\) gains the flow from below and loses the flow above it, so \(dP_n/dt=F_{n-1}-F_n\). The ground level has nothing below it, and \(dP_0/dt=-F_0\). In a steady state \(F_0=0\), then \(F_1=F_0=0\), and so on up the ladder. Every flow vanishes, and

\[
\frac{P_{n+1}}{P_n}=\frac{u_n}{d_n}\equiv r_n .
\]

For \(r_n<1\), each pair can be given the temperature that reproduces its own ratio:

\[
r_n=e^{-\Delta_n/kT_n}
\quad\Longrightarrow\quad
T_n=\frac{\Delta_n}{k\ln(d_n/u_n)} .
\]

If all \(T_n\) equal one \(T\), multiplying the ratios gives \(P_n/P_0=e^{-(E_n-E_0)/kT}\), a Boltzmann population. Conversely, a Boltzmann population gives the same \(T_n\) for every pair. The manuscript's second step therefore needs a condition that steadiness does not supply: \(\ln(d_n/u_n)/\Delta_n\) must be the same for all pairs.

**A tempting repair that also fails**

One might replace the argument by a simpler rule: if the up-to-down ratio varies along the ladder, there is no single temperature. This is wrong too, as two cases on an anharmonic ladder show.

In equilibrium at \(T\), detailed balance gives \(u_n/d_n=e^{-\Delta_n/kT}\). The ratio varies because the gaps vary, yet every \(T_n\) equals \(T\). On the ladder used below, at 1000 K, it rises from 0.056 at pair 0 to 0.206 at pair 10.

Now let the ratio be the same number \(r<1\) for all pairs. Then \(T_n=\Delta_n/[k\ln(1/r)]\), which is proportional to the gap. With \(r=0.1\) the same ladder has \(T_0=1254\) K and \(T_{10}=686\) K. A constant ratio here means many temperatures. What matters is how the logarithm of the ratio compares with the gap.

**The ratio set by carriers and lattice**

The lattice is in equilibrium at \(T_L\), so its upward and downward rates across a gap \(\Delta\) have the ratio \(e^{-\Delta/kT_L}\).

For the carriers, take a Fermi distribution \(f(E)\) with temperature \(T_e\) and chemical potential \(\mu\), and a density of states \(g(E)\). To lift the bond, a carrier falls from \(E+\Delta\) to \(E\); to lower it, a carrier makes the reverse move. To lowest order in the coupling, with the same squared matrix element \(C\) both ways,

\[
W_\uparrow=C\!\int\! g(E)g(E+\Delta)\,f(E+\Delta)[1-f(E)]\,dE,
\]
\[
W_\downarrow=C\!\int\! g(E)g(E+\Delta)\,f(E)[1-f(E+\Delta)]\,dE .
\]

The Fermi function obeys \(f(E)=e^{-(E-\mu)/kT_e}[1-f(E)]\). Using this for \(f(E+\Delta)\), and its inverse for \(1-f(E)\), gives

\[
f(E+\Delta)[1-f(E)]
=e^{-(E+\Delta-\mu)/kT_e}\,e^{(E-\mu)/kT_e}\,f(E)[1-f(E+\Delta)] .
\]

The exponentials combine to \(e^{-\Delta/kT_e}\), which does not depend on \(E\) and leaves the integral. Hence \(W_\uparrow/W_\downarrow=e^{-\Delta/kT_e}\) for any density of states, with the blocking of occupied states included.

Let \(\ell_n\) be the downward rate due to the lattice and \(a_n\ell_n\) that due to the carriers. Then

\[
d_n=\ell_n(1+a_n),\qquad
u_n=\ell_n\left(e^{-\Delta_n/kT_L}+a_ne^{-\Delta_n/kT_e}\right),
\]
\[
r_n=\frac{e^{-\Delta_n/kT_L}+a_n\,e^{-\Delta_n/kT_e}}{1+a_n}.
\]

The rate \(\ell_n\) has cancelled. If both agents act through the bond's displacement, its squared matrix element is common to both and drops out of \(a_n\). I take \(a_n=a\) for all pairs as the reference model; this also neglects any other dependence of the two couplings on the gap, and is examined below.

**Where the manuscript would be right**

For a harmonic bond all gaps are equal. With constant \(a\), all \(r_n\) are equal as well, and so are all \(T_n\). The bond has one temperature although it is out of equilibrium, between two baths that differ widely. The second step of the manuscript is thus valid for this special ladder, and the error lies in carrying it over to a real, softening bond.

**What anharmonicity does**

Write \(\beta_L=1/kT_L\), \(\beta_e=1/kT_e\), and treat the gap as a continuous variable. Define

\[
L(\Delta)=-\ln r=\ln(1+a)-\ln\!\left(e^{-\beta_L\Delta}+a\,e^{-\beta_e\Delta}\right).
\]

The inverse temperature of a pair is \(\beta=L/\Delta\). The lattice's share of the upward rate is

\[
p=\frac{e^{-\beta_L\Delta}}{e^{-\beta_L\Delta}+a\,e^{-\beta_e\Delta}}
=\frac{1}{1+a\,e^{(\beta_L-\beta_e)\Delta}} .
\]

Differentiating \(L\) gives \(L'=p\beta_L+(1-p)\beta_e\). Differentiating the second form of \(p\) gives \(p'=-(\beta_L-\beta_e)p(1-p)\). Therefore

\[
L''=(\beta_L-\beta_e)\,p'=-(\beta_L-\beta_e)^2\,p(1-p)<0
\]

when \(a>0\) and the baths differ. For the slope of \(\beta\),

\[
\frac{d\beta}{d\Delta}=\frac{\Delta L'-L}{\Delta^2}.
\]

The numerator is zero at \(\Delta=0\), since \(L(0)=0\), and its derivative is \(L'+\Delta L''-L'=\Delta L''\). Integrating from zero,

\[
\frac{d\beta}{d\Delta}=\frac{1}{\Delta^2}\int_0^\Delta s\,L''(s)\,ds<0 .
\]

A smaller gap has a larger \(\beta\), so it is colder. On a ladder whose gaps shrink upward, at constant \(a\), the pair temperature falls with every step. Moreover, \(L/\Delta\) is the average of \(L'\) between 0 and \(\Delta\), and \(L'\) lies between \(\beta_e\) and \(\beta_L\). Each \(T_n\) therefore lies between the two bath temperatures.

The limits show the mechanism for \(T_e>T_L\). For a large gap the lattice is too cold to lift the bond, and the second exponential dominates:

\[
\beta\simeq\beta_e+\frac{1}{\Delta}\ln\frac{1+a}{a}.
\]

The carriers do nearly all the lifting, while both agents do the lowering. The lattice's extra lowering adds a fixed logarithm to \(L\), and this weighs more when divided by a smaller gap. For a very small gap, \(\beta\) tends to \(L'(0)=(\beta_L+a\beta_e)/(1+a)\), the average of the inverse temperatures weighted by the downward rates.

**Numbers for a Si–H stretch**

I take a Morse bond with harmonic quantum \(\hbar\omega=0.26\) eV and depth \(D=3.0\) eV. Its levels are \(E_n=\hbar\omega(n+\tfrac12)-\chi(n+\tfrac12)^2\) with \(\chi=(\hbar\omega)^2/4D\). Since \((n+\tfrac32)^2-(n+\tfrac12)^2=2(n+1)\),

\[
\Delta_n=\hbar\omega-2\chi(n+1),\qquad
2\chi=\frac{(0.26)^2}{2\times3.0}\ \text{eV}=11.27\ \text{meV}.
\]

The lattice is at 350 K, the carriers are at 2500 K, and the lattice decay rate from level 1 to 0 is \(10^9\) s⁻¹. A drain current of 1 mA/µm in a layer 3 nm thick is a net flux of \(2.081\times10^{26}\) cm⁻² s⁻¹. With a cross section of \(10^{-18}\) cm² for carriers to lower the bond from 1 to 0,

\[
a=\frac{2.081\times10^{26}\times10^{-18}}{10^{9}}=0.208 .
\]

For pair 0 the formula for \(r_n\) gives 0.0545, so

\[
T_0=\frac{0.2487\ \text{eV}}{(8.617\times10^{-5}\ \text{eV/K})\,\ln(1/0.0545)}=992\ \text{K}.
\]

The same steps higher up give:

| Pair | Gap (eV) | Up/down | \(T_n\) (K) |
|---|---|---|---|
| 0 | 0.249 | 0.055 | 992 |
| 4 | 0.204 | 0.068 | 879 |
| 8 | 0.159 | 0.087 | 753 |
| 10 | 0.136 | 0.101 | 688 |

The ratio rises up the ladder while the temperature falls. Anyone who read a rising ratio as heating would get the sign of the trend wrong. A harmonic ladder with the 0.26 eV quantum and the same drive has 1018 K for all pairs.

The manuscript's third step now fails by a definite amount. Multiplying the pair ratios up to level \(N\) and taking the logarithm,

\[
\ln\frac{P_0}{P_N}=\sum_{n=0}^{N-1}\frac{\Delta_n}{kT_n}
\equiv\frac{E_N-E_0}{kT_{0\to N}},
\qquad
\frac{1}{T_{0\to N}}=\frac{\sum_n\Delta_n/T_n}{\sum_n\Delta_n}.
\]

The temperature that links two distant levels is a gap-weighted mean of inverse temperatures. Level 10 lies 1.98 eV above the ground level, and \(T_{0\to10}=866\) K. In this neighbour-jump model the ratio is \(P_{10}/P_0=3.0\times10^{-12}\); the Boltzmann factor at \(T_0\) gives \(8.7\times10^{-11}\), which is 29 times too large. \(T_{0\to10}\) is only 13% below \(T_0\), but the difference matters this much because it enters a large exponent.

**The trend depends on the balance of rates**

The authors could object that \(a_n\) need not be constant. That is correct, and it limits the result. To hold every pair at one chosen inverse temperature \(\beta_*\), set \(r_n=e^{-\beta_*\Delta_n}\) and multiply by \(1+a_n\):

\[
(1+a_n)e^{-\beta_*\Delta_n}=e^{-\beta_L\Delta_n}+a_ne^{-\beta_e\Delta_n}.
\]

Collecting the terms in \(a_n\) gives

\[
a_n=\frac{e^{-\beta_*\Delta_n}-e^{-\beta_L\Delta_n}}
{e^{-\beta_e\Delta_n}-e^{-\beta_*\Delta_n}},
\]

which is positive for a temperature between those of the baths. One temperature is thus possible on an anharmonic ladder, but it takes a matched set of rates. To keep pair 10 at 992 K, \(a_{10}\) would have to be 0.587, or 2.8 times the value at pair 0. A still larger \(a_{10}\) makes the upper pair the hotter one. If lattice decay at pair 10 alone were ten times slower, its temperature would be 1557 K; if ten times faster, 412 K.

Nor is anharmonicity necessary for several temperatures. On the harmonic ladder, let the carrier rates grow as \(n+1\) and the lattice rates as \((n+1)^2\), so that \(a_n=a/(n+1)\). The pair temperature then falls from 1018 K at pair 0 to 585 K at pair 10, although all gaps are equal.

**When flow passes through or around a pair**

The pair formula rests on \(F_n=0\). If bonds break from a high level and are remade in the ground level, a steady flow \(F>0\) crosses the pairs below the exit, and

\[
\frac{P_{n+1}}{P_n}=\frac{u_n}{d_n}-\frac{F}{d_nP_n}.
\]

The loss cools these pairs, and most where \(P_n\) is small. With a loss rate of \(10^{13}\) s⁻¹ from level 15, pair 10 stays at 688 K to the nearest kelvin. With the exit at level 12, for a bond that breaks at a lower energy, it drops to 655 K. Pair 0 stays at 992 K in both cases. The pair just below the exit is affected far more: it is cooled by over 400 K in each case, so a temperature read from levels next to the exit says little about the rest of the ladder.

At pair 10, jumps of several quanta matter more than loss from either of these exits. A Morse bond permits them even when the coupling is linear in displacement. Including them among levels 0 to 15, with the same \(a\) for every jump, leaves pair 0 at 993 K but raises pair 10 from 688 to 817 K. The theorem above explains the direction: a jump across a larger energy has an up-to-down ratio belonging to a higher temperature, so a single overtone added to the neighbour jumps heats the pairs it spans. With several overtones at once this is a tendency, not a proof; on the present ladder every pair becomes hotter. Pair 10 is still colder than pair 0, but its neighbour-jump temperature lies 16% below the value with all jumps. Hotter upper pairs also raise \(P_{10}/P_0\) towards the Boltzmann factor at \(T_0\), so the factor of 29 found above belongs to the neighbour-jump model and falls to about 6.5 when overtone jumps are included.

**How this compares with a real device**

The quantum, the nanosecond lifetime and the current density are round values chosen for a Si–H stretch in a short transistor. The cross section and the carrier temperature are choices too. A cross section ten times smaller gives 576 K and 412 K for pairs 0 and 10; one ten times larger gives 1866 K and 1557 K. A shorter lifetime lowers \(a\) in proportion. In the other direction, the drain current gives only the net flux: at a drift velocity of \(10^7\) cm/s, thermal motion at 2500 K makes encounters with the bond roughly three to seven times more frequent, for carrier masses from about 1.1 down to 0.19 electron masses, and raises \(a\) by the same factor. The absolute temperatures are therefore illustrative, while their order holds for any constant \(a\) within the neighbour-jump model.

Real bonds break the assumption of constant \(a\), because decay into bending modes and phonons depends on the gap. The tenfold changes at pair 10 quoted above show that a strong dependence could reverse the trend. The carriers' own dependence on the gap is milder in simple cases, but its sign depends on the coupling. For a parabolic band and a short-range coupling, \(a_{10}\) becomes 0.184 and \(T_{10}\) becomes 662 K; an unscreened dipole coupling, which favours small momentum transfers, raises \(a_{10}\) instead.

Real carriers also lack a single Maxwell tail. Cutting it at 1.5 eV, as a low supply voltage might, changes pairs 0 and 10 by less than 4 K if \(a\) is held fixed. Adding an equal number of carriers at the lattice temperature, with the same downward rate as the hot ones, lowers them to 941 K and 648 K. Warming the lattice to 400 K at a fixed decay rate raises them to 995 K and 708 K. Decay into several phonons also speeds up on warming, however, which lowers \(a\) and can outweigh this rise. For a carrier velocity of \(10^7\) cm/s, the carrier density is about 3% of the effective band density at 2500 K, so degeneracy changes \(a\) slightly and leaves the carriers' up-to-down ratio untouched.

Energy exchange between bonds is weak at their mean spacing. For \(10^{12}\) bonds per cm², that spacing is 10 nm, and a transition dipole of 0.1 D with a 1 meV linewidth gives a rate near 470 s⁻¹ for unscreened dipoles in line, the most favourable case (dielectric screening by the oxide or the silicon lowers it further), against \(10^9\) s⁻¹ for lattice decay. The two rates meet at 0.9 nm, within which a randomly placed bond has on average 0.02 neighbours. Clustered bonds would need a separate treatment.

The slowest settling time of the ladder is 0.9 ns, so the steady state requires a bias held for several nanoseconds.

**A limit on predictions for high levels**

With neighbour jumps only, the ladder feeds its upper levels very slowly: \(5\times10^3\) upward jumps per second and bond from level 4 to 5, and 0.04 from 9 to 10. A single carrier that deposits many quanta through an electronic resonance, a process left out here, could compete with this. In the untruncated distribution a fraction \(3.65\times10^{-5}\) of the carriers lies above 2.5 eV. If these made up the same fraction of the flux and acted with the same cross section, their rate would be roughly

\[
0.208\times10^9\ \text{s}^{-1}\times3.65\times10^{-5}\approx8\times10^3\ \text{s}^{-1},
\]

far above the feed into level 10. This is a supposed rate, not an established one, but it shows that the populations of high levels, and any bond-breaking rate built on them, need evidence that such events are rarer than the ladder's own feed.

I ask the authors to replace their single temperature by populations from the steady-state rate equations, including overtone jumps and bond loss where these matter, and to state how the carrier and lattice rates vary with the gap. With neighbour jumps alone and no loss, the ratios \(u_n/d_n\) are enough. If they wish to keep one temperature, they should show that \(\ln(P_n/P_{n+1})/\Delta_n\), computed from those populations, is constant over the levels they use. The main values quoted here are listed in the numerical output below.

## Computed results

```
Morse quantum, depth: 0.26, 3.0 eV
lattice, carrier temperature: 350, 2500 K
lattice decay rate 1->0: 1.0e+09 1/s
drain current: 1.0 mA/um
layer thickness: 3.0 nm
cross section: 1.0e-18 cm2
carrier flux: 2.081e+26 1/(cm2 s)
carrier/lattice ratio a: 0.2081
gap decrease per level: 11.27 meV
pair 0-1: gap 0.2487 eV, up/down 0.05450, T 992.0 K
pair 2-3: gap 0.2262 eV, up/down 0.06073, T 937.0 K
pair 4-5: gap 0.2037 eV, up/down 0.06788, T 878.6 K
pair 6-7: gap 0.1811 eV, up/down 0.07633, T 817.0 K
pair 8-9: gap 0.1586 eV, up/down 0.08679, T 753.0 K
pair 10-11: gap 0.1361 eV, up/down 0.10067, T 687.7 K
harmonic ladder, same drive, all pairs: 1018.3 K
harmonic, lattice rate as (n+1)^2, pairs 0, 10: 1018.3, 584.5 K
equilibrium 1000 K, up/down pairs 0, 10: 0.0558, 0.2062
constant up/down 0.1, T pairs 0, 10: 1253.6, 685.7 K
a needed at pair 10 for T of pair 0: 0.5869
energy of level 10 above ground: 1.9803 eV
P10/P0 true: 2.989e-12
P10/P0 guessed from T of pair 0: 8.701e-11
guess/true: 29.1
temperature from P10/P0: 866.0 K
slowest settling time: 0.88 ns
Neglected effects, T of pairs 0 and 10:
  overtone jumps: 993.1, 816.8 K
  loss at 1e13/s from level 15: 992.0, 687.6 K
  loss at 1e13/s from level 12: 992.0, 654.7 K
  carrier tail cut at 1.5 eV: 988.6, 686.5 K
  equal number of cold carriers: 940.9, 648.1 K
  lattice at 400 K: 994.5, 708.1 K
  a ten times smaller: 576.3, 411.7 K
  a ten times larger: 1866.2, 1556.9 K
parabolic-band a at pair 10: 0.1840, T 661.5 K
lattice decay 10x faster at pair 10 only: 411.7 K
lattice decay 10x slower at pair 10 only: 1556.9 K
carrier density / band density: 0.0307
bond spacing at 1e12 cm-2: 10.0 nm
exchange rate (0.1 D, 1 meV width): 4.73e+02 1/s
exchange equals lattice decay at: 0.88 nm
mean neighbours within it: 0.0245
carriers above 2.5 eV: 3.65e-05
ladder feed 4->5, 9->10: 5.19e+03, 4.26e-02 1/s
```
